# Orthogonality of left- and right-incident scattering states from unitarity of S

A particle moves in one dimension with $H=-\tfrac12\partial_x^2+V(x)$, in Hartree atomic units ($\hbar=m=1$). The barrier $V$ is real, bounded and piecewise continuous, and it vanishes for $|x|>a$. For $k>0$ and energy $E=k^2/2$ there are two scattering states. The left-incident state is

$$\phi_k=\begin{cases}e^{ikx}+r\,e^{-ikx}, & x<-a\\ t\,e^{ikx}, & x>a\end{cases}$$

and the right-incident state is

$$\chi_k=\begin{cases}t'e^{-ikx}, & x<-a\\ e^{-ikx}+r'e^{ikx}, & x>a.\end{cases}$$

The four amplitudes depend on $k$. They form the matrix that turns incoming into outgoing amplitudes,

$$S=\begin{pmatrix}r&t'\\ t&r'\end{pmatrix}.$$

The speed is the same on both sides, so no flux factors are needed. A prime on $r$ or $t$ marks right incidence, and $k'$ is a second wave number; derivatives are written $\partial_x$.

The integral of $\phi_k^*\chi_{k'}$ over the whole line does not converge. The overlap is therefore defined through a box,

$$I_L(k,k')=\int_{-L}^{L}\phi_k^*\chi_{k'}\,dx,\qquad L>a,$$

followed by $L\to\infty$ after integration against smooth test functions $f(k)$, $g(k')$ that vanish outside a finite interval of positive wave numbers. This is what a delta function in $\langle\phi_k|\chi_{k'}\rangle$ means.

The numerical example is a model barrier with round parameters, not a material: height 0.6 hartree on $[-2,0]$ bohr and 0.3 hartree on $[0,2]$ bohr, so $a=2$ bohr. Unless stated otherwise, $k=1$/bohr and $E=0.5$ hartree.

## (a) Do the states exist, and are their amplitudes smooth in $k$?

**Solution.** Let $u$ be the solution that equals $e^{ikx}$ for $x>a$. On the left it has the form $Ae^{ikx}+Be^{-ikx}$. Since $\partial_x^2u=2(V-E)u$ with $V$ real,

$$\partial_x\,\mathrm{Im}(u^*\partial_xu)=\mathrm{Im}\left[|\partial_xu|^2+2(V-E)|u|^2\right]=0 .$$

The flux $\mathrm{Im}(u^*\partial_xu)$ is $k$ on the right and $k(|A|^2-|B|^2)$ on the left. Hence

$$|A|^2=1+|B|^2\ge1 .$$

So $A$ cannot vanish, and $\phi_k=u/A$ exists, with $t=1/A$ and $r=B/A$. Dividing the flux equation by $|A|^2$ gives $|r|^2+|t|^2=1$. The mirror-image argument gives $\chi_k$ and $|r'|^2+|t'|^2=1$.

The values of $u$ and $\partial_xu$ at $x=a$ are smooth in $k$, and so is the differential equation. Their values at $x=-a$ are then smooth too, and with them $A$ and $B$ for $k>0$. Because $A\neq0$, the amplitudes $r$ and $t$ are smooth, and likewise $r'$ and $t'$. The point $k=0$ is excluded: extracting $A$ and $B$ involves a division by $k$.

In the example $|r|^2=0.6854$ and $|t|^2=0.3146$, which add to 1.

## (b) Express $I_L$ through values at the box ends.

**Solution.** Let $E'=k'^2/2$ and define

$$W(x)=(\partial_x\phi_k^*)\chi_{k'}-\phi_k^*\,\partial_x\chi_{k'} .$$

On differentiation the two products of first derivatives cancel. The Schrödinger equations $\partial_x^2\phi_k^*=2(V-E)\phi_k^*$ and $\partial_x^2\chi_{k'}=2(V-E')\chi_{k'}$ then give

$$\partial_xW=2(V-E)\phi_k^*\chi_{k'}-2(V-E')\phi_k^*\chi_{k'}=2(E'-E)\phi_k^*\chi_{k'} .$$

$W$ is continuous even where $V$ jumps, since the wavefunctions and their first derivatives are. Integration over the box yields

$$(E'-E)\,I_L=\tfrac12\left[W(L)-W(-L)\right].$$

The barrier has dropped out of sight, but its contribution to the overlap is fully included.

## (c) Evaluate the end terms.

**Solution.** Below, $r$ and $t$ carry the argument $k$, while $r'$ and $t'$ carry $k'$. At the right end $\phi_k^*=t^*e^{-ikL}$, so

$$\begin{aligned}W(L)&=t^*e^{-ikL}\left[-ik(e^{-ik'L}+r'e^{ik'L})+ik'e^{-ik'L}-ik'r'e^{ik'L}\right]\\&=t^*\left[i(k'-k)e^{-i(k+k')L}-i(k+k')r'e^{i(k'-k)L}\right].\end{aligned}$$

At the left end $\phi_k^*=e^{ikL}+r^*e^{-ikL}$, $\partial_x\phi_k^*=-ik\,e^{ikL}+ik\,r^*e^{-ikL}$, $\chi_{k'}=t'e^{ik'L}$ and $\partial_x\chi_{k'}=-ik't'e^{ik'L}$. Therefore

$$\begin{aligned}W(-L)&=t'e^{ik'L}\left[-ik\,e^{ikL}+ik\,r^*e^{-ikL}+ik'e^{ikL}+ik'r^*e^{-ikL}\right]\\&=t'\left[i(k'-k)e^{i(k+k')L}+i(k+k')r^*e^{i(k'-k)L}\right].\end{aligned}$$

Subtract, and divide by $2(E'-E)=(k'-k)(k'+k)$. With

$$C(k,k')=r^*(k)\,t'(k')+t^*(k)\,r'(k')$$

the result for $k'\ne k$ is

$$I_L=\frac{i\left[t^*e^{-i(k+k')L}-t'e^{i(k+k')L}\right]}{k+k'}-\frac{i\,e^{i(k'-k)L}}{k'-k}\,C(k,k') .$$

The first product in $C$ comes from the left end, where the reflected part of $\phi_k$ meets the transmitted part of $\chi_{k'}$. The second comes from the right end, where the roles are exchanged. All four of these waves are outgoing.

For $k'=1.1$/bohr and $L=30$ bohr, direct quadrature of the wavefunctions and this formula both give $I_L=-3.3546-1.5990i$ bohr. Here $C(k,k')=-0.196+0.258i$, which is not zero: the two products need not cancel at different energies.

## (d) What does the identity say at equal energies?

**Solution.** Return to part (b), before the division. At $k'=k$ its left side vanishes, because $I_L$ is a finite integral. In $W(L)-W(-L)$ the terms with the factor $k'-k$ vanish too, which leaves

$$0=-2ik\left[t^*r'+r^*t'\right],\qquad\text{so}\qquad C(k,k)=0 .$$

This is an element of $S^\dagger S$:

$$(S^\dagger S)_{12}=S_{11}^*S_{12}+S_{21}^*S_{22}=r^*t'+t^*r'=0 .$$

The diagonal elements equal 1 by part (a), so $S^\dagger S=1$. Unitarity has been derived from the reality of $V$.

The off-diagonal condition fixes a phase relation that the two normalization conditions leave free. Since $t=1/A\ne0$, and likewise $t'\neq0$, dividing $r^*t'=-t^*r'$ by $t^*t'$ and multiplying by $-r/t$ gives

$$\frac{r\,r'}{t\,t'}=-\frac{|r|^2}{|t|^2}.$$

For a reflecting barrier the phases of $rr'$ and $tt'$ thus differ by $\pi$. For a barrier symmetric about the origin, $V(-x)=V(x)$, one has $r'=r$ and $t'=t$ (shifting the barrier away from $x=0$ changes the phases of $r$ and $r'$ in opposite directions, so the position of the mirror plane matters), and the condition becomes $2\,\mathrm{Re}(r^*t)=0$: reflected and transmitted amplitudes are a quarter cycle apart. The example is not symmetric, and its products have both real and imaginary parts:

$$r^*t'=-0.3241+0.3326i,\qquad t^*r'=0.3241-0.3326i .$$

## (e) Find the delta function from each side, and the full overlap.

**Solution.** Put $q=k'-k$. The kernel $-ie^{iqL}/q$ is needed for large $L$, with the pole taken as a principal value $P$. Let $g$ be smooth and vanish for $|q|>b$, and split $g(q)=g(0)+[g(q)-g(0)]$ on $[-b,b]$. For the first piece the cosine part is odd and integrates to zero, so

$$-i\,P\!\int_{-b}^{b}\frac{e^{iqL}}{q}\,dq=\int_{-b}^{b}\frac{\sin qL}{q}\,dq\;\to\;\pi .$$

In the second piece $[g(q)-g(0)]/q$ is smooth, and its integral against $e^{iqL}$ tends to zero by the Riemann–Lebesgue lemma. Hence

$$-i\,P\,\frac{e^{iqL}}{q}\;\to\;\pi\,\delta(q).$$

As a numerical instance, the kernel at $L=20$ bohr applied to $e^{-(q-0.3)^2}$ gives 2.871199, equal to $\pi e^{-0.09}$ to the digits shown.

Apply this to the formula of part (c). The complete second term is regular at $q=0$, so leaving out a symmetric interval around $q=0$ and then shrinking it changes nothing. With that prescription the two products can be treated separately:

$$\text{left end: }\pi\,r^*t'\,\delta(k-k'),\qquad\text{right end: }\pi\,t^*r'\,\delta(k-k').$$

The first term of $I_L$ has a smooth coefficient, since $k+k'>0$, and it oscillates as $e^{\pm i(k+k')L}$. It vanishes against test functions by the same lemma. The sum is

$$\langle\phi_k|\chi_{k'}\rangle=\pi\,(r^*t'+t^*r')\,\delta(k-k')=\pi\,(S^\dagger S)_{12}\,\delta(k-k')=0 .$$

Each side alone has a delta function; the off-diagonal unitarity condition makes their weights opposite.

No principal-value term is left behind. This can be seen without splitting $C$: because $C(k,k)=0$,

$$\frac{C(k,k')}{k'-k}=\int_0^1\left.\frac{\partial C(k,p)}{\partial p}\right|_{p=k+s(k'-k)}ds$$

is smooth, and the factor $e^{i(k'-k)L}$ removes it as $L\to\infty$. If the leads were integrated alone, from $|x|=a$ outward, terms from their inner ends would remain. The barrier region supplies the same terms with opposite sign, because $W$ is continuous at $x=\pm a$.

## (f) Is the box overlap zero when $k'=k$?

**Solution.** Not in general. Near $k'=k$, $C(k,k')=(k'-k)\,\partial_{k'}C+\dots$, so the formula of part (c) has the limit

$$I_L(k,k)=\frac{i\left[t^*e^{-2ikL}-t'e^{2ikL}\right]}{2k}-i\,\partial_{k'}C\big|_{k'=k}.$$

To simplify it, use the unconjugated combination $(\partial_x\phi_k)\chi_k-\phi_k\partial_x\chi_k$. It is constant because both functions solve the same equation. Its value is $2ikt$ on the right and $2ikt'$ on the left, so $t'=t$. The first term is then $\mathrm{Im}(t\,e^{2ikL})/k$, which is real, and

$$|I_L(k,k)|\le\frac{|t|}{k}+\left|\partial_{k'}C\right| .$$

The norms, in contrast, grow. For $\phi_k$ the non-oscillating density is $1+|r|^2$ on the left and $|t|^2$ on the right, in total 2 per unit of $L$; the same holds for $\chi_k$. The normalized overlap therefore falls at least as fast as $1/L$, up to a constant factor.

In the example $\partial_{k'}C=-0.897+2.746i$ bohr, and the bound is $0.561+2.889=3.450$ bohr. The contributions to $I_L(k,k)$, in bohr, are:

| Region | $L=50$ bohr | $L=500$ bohr |
|---|---|---|
| left lead | $-15.873+16.254i$ | $-161.949+165.609i$ |
| barrier | $3.306+0.897i$ | $3.306+0.897i$ |
| right lead | $15.238-16.254i$ | $160.829-165.609i$ |
| sum | $2.672+0.897i$ | $2.186+0.897i$ |

The left lead has length $L-2$ bohr, and its non-oscillating density is $r^*t'$. For $L=500$ bohr this predicts $498\,(-0.3241+0.3326i)=-161.4+165.6i$ bohr; the small difference comes from the oscillating term $t'e^{-2ikx}$ in $\phi_k^*\chi_k$. The growing parts cancel between the leads, and a bounded sum remains. Its constant part is $-i\,\partial_{k'}C=2.746+0.897i$ bohr, and the rest is the oscillating real term. The normalized overlap is 0.0274 at $L=50$ bohr and 0.0024 at $L=500$ bohr.

"Orthogonal at the same energy" thus means that the overlap has no delta function at $k=k'$, and that all overlaps of packets built with the test functions vanish. It does not mean that the integral over each finite box is zero.

## (g) Extend the count to all pairs, and follow it in time.

**Solution.** Number the sides $j=1$ (left) and $j=2$ (right), and let $s=|x|$ be the outward distance. With $\psi_1=\phi$ and $\psi_2=\chi$, both states have the form

$$\psi_{\alpha,k}=\delta_{j\alpha}e^{-iks}+S_{j\alpha}(k)e^{iks}$$

on side $j$. The identity of part (b) holds for each pair of states, and the end terms add when written with outward derivatives, since $\partial_x=-\partial_s$ on the left. On one side,

$$\begin{aligned}(\partial_s\psi_{\alpha,k}^*)\psi_{\beta,k'}-\psi_{\alpha,k}^*\partial_s\psi_{\beta,k'}={}&i(k+k')\left[\delta_{j\alpha}\delta_{j\beta}e^{-iqL}-S_{j\alpha}^*S_{j\beta}e^{iqL}\right]\\&+i(k'-k)\left[S_{j\alpha}^*\delta_{j\beta}e^{-i(k+k')L}-\delta_{j\alpha}S_{j\beta}e^{i(k+k')L}\right].\end{aligned}$$

After division by $q(k+k')$ the second line vanishes in the limit, as before. The first line contains the kernel of part (e) and its complex conjugate, $iPe^{-iqL}/q\to\pi\delta(q)$. Summing over $j$,

$$\langle\psi_{\alpha,k}|\psi_{\beta,k'}\rangle=\pi\left[\delta_{\alpha\beta}+(S^\dagger S)_{\alpha\beta}\right]\delta(k-k')=2\pi\,\delta_{\alpha\beta}\,\delta(k-k').$$

Incoming waves give the first half of the weight and outgoing waves the second. For $\alpha\ne\beta$ the incoming waves are on different sides and contribute nothing, so the outgoing waves must cancel by themselves.

Wave packets show this in time. Take a real $f(k)$ with $\int f^2dk=1$, concentrated at positive $k$, and form

$$\Phi(x,\tau)=\int\frac{dk}{\sqrt{2\pi}}\,f(k)\,e^{-ik^2\tau/2}\,\phi_k(x),$$

and $X(x,\tau)$ likewise from $\chi_k$. Long before the collision $\Phi$ is on the left and $X$ on the right, so their overlap is negligible on each side. Long after it both have outgoing parts on both sides. On the left these are built from $r\,e^{-ikx}$ and $t'e^{-ikx}$. The packets formed from these waves have negligible weight at $x>0$, so the integral over the left side can be extended to the whole line. There $\int e^{i(k-k')x}dx=2\pi\delta(k-k')$, the time factors cancel, and

$$\int_{x<0}\Phi^*X\,dx\to\int f^2\,r^*t'\,dk,\qquad\int_{x>0}\Phi^*X\,dx\to\int f^2\,t^*r'\,dk .$$

The two integrands are opposite at each $k$, so the two limits add to zero.

For a Gaussian $f^2$ with mean 1/bohr and standard deviation 0.05/bohr, the overlap on each side has these magnitudes:

| Time (a.u.) | Left | Right | Sum of both sides |
|---|---|---|---|
| $-150$ | 0.0000 | 0.0000 | below $10^{-6}$ |
| 0 | 0.1955 | 0.1955 | below $10^{-6}$ |
| 150 | 0.4480 | 0.4480 | below $10^{-6}$ |

The late left value computed from $S$ is $-0.3222+0.3112i$, of magnitude 0.448, in agreement with the packet. The packets come to share both sides of the barrier, yet they stay orthogonal: real $V$ makes the time evolution unitary, and it preserves the zero overlap they had before the collision.

## (h) What changes if the barrier absorbs?

**Solution.** Let $V$ have an imaginary part $\mathrm{Im}V\le0$. The flux of $u$ in part (a) now decreases to the right, so $|A|^2-|B|^2\ge1$ and the states still exist. The equation for $\phi_k^*$ contains $V^*$, and the identity of part (b) becomes

$$\partial_xW=2(E'-E+V^*-V)\phi_k^*\chi_{k'}=\left[2(E'-E)-4i\,\mathrm{Im}V\right]\phi_k^*\chi_{k'} .$$

The end terms of part (c) are unchanged. At $k'=k$ integration gives $-2ikC(k,k)=-4i\int\mathrm{Im}V\,\phi_k^*\chi_k\,dx$, or

$$C(k,k)=\frac2k\int\mathrm{Im}V\,\phi_k^*\chi_k\,dx .$$

Unless this integral happens to vanish, $(S^\dagger S)_{12}\neq0$ and the overlap has a delta function of weight $\pi C(k,k)$. There is more. With $M(k,k')=\int\mathrm{Im}V\,\phi_k^*\chi_{k'}dx$, solving the integrated identity for $I_L$ adds the term $4iM/[(k'-k)(k+k')]$ to the formula of part (c). It does not oscillate with $L$, so it survives as a principal value: states of different energies are in general no longer orthogonal either.

In a box at equal energies, the non-oscillating density $r^*t'$ on the left and $t^*r'$ on the right make the overlap grow by $C(k,k)$ per unit of $L$. With an imaginary part of $-0.1$ hartree added in the first layer and all else held fixed, the amplitudes, the absorption integral and the measured growth of the box overlap each give $-0.1310-0.1897i$. The growth was taken between two values of $L$ with the same $e^{2ikL}$. For the real barrier the same growth is zero within rounding. The numerical output lists these values with more digits.

## Values computed for the example and the checks

```
layer heights: 0.6, 0.3 hartree; each 2.0 bohr wide
k = 1.0 1/bohr, E = 0.5 hartree
r  = 0.089728+0.823025j
t  = -0.441747-0.345600j
r' = -0.820432+0.110962j
t' = -0.441747-0.345600j
R = 0.685421, T = 0.314579
conj(r) t' = -0.324074+0.332558j
conj(t) r' = 0.324074-0.332558j
|sum of the two| = 1.7e-16
|arg(r r'/(t t'))| / pi = 1.000000
k' = 1.1 1/bohr, L = 30.0 bohr: C(k,k') = -0.196130+0.257794j
  box overlap, quadrature = -3.354603-1.599036j bohr
  box overlap, formula    = -3.354603-1.599036j bohr
kernel on exp(-(q-0.3)^2), L = 20 bohr: 2.871199
  pi times test function at q = 0:  2.871199
dC/dk' at k'=k: -0.897233+2.745988j bohr; bound on overlap 3.4497 bohr
equal energies, L = 50 bohr (overlaps in bohr):
  left lead  -15.8728+16.2544j
  barrier    3.3062+0.8972j
  right lead 15.2383-16.2544j
  sum        2.6717+0.8972j
  norms 101.108, 104.716; normalized 2.74e-02
equal energies, L = 500 bohr (overlaps in bohr):
  left lead  -161.9490+165.6089j
  barrier    3.3062+0.8972j
  right lead 160.8292-165.6089j
  sum        2.1864+0.8972j
  norms 1000.981, 1003.589; normalized 2.36e-03
packets: mean k 1.0, width 0.05 1/bohr; overlap on each side:
  time -150 a.u.: |left| 0.00000, |right| 0.00000, |sum| 4e-17
  time 0 a.u.: |left| 0.19550, |right| 0.19550, |sum| 1e-07
  time 150 a.u.: |left| 0.44799, |right| 0.44799, |sum| 6e-17
  late left side from S:  -0.32224+0.31122j
  late right side from S: 0.32224-0.31122j
unlike packets: |left| 0.12997, |sum| 1e-07
absorbing first layer, Im V = -0.1 hartree:
  C(k,k) from S          = -0.131020-0.189726j
  C(k,k) from absorption = -0.131020-0.189726j
  overlap growth per bohr of L = -0.131020-0.189726j
  same growth, real barrier: magnitude 2e-16
```
